Energy and force errors caused by unconverged induced dipoles, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two error laws

Let the energy of a set of polarizable ions be a function U(R,μ) of the nuclear positions R and the induced dipoles μ, such that the correct dipoles μ* minimize U at fixed R. If the dipoles in use are μ̃ = μ* + δ, the energy is too high by

ΔU = ½ δᵀAδ.  (1)

The force on a nuclear coordinate x, computed as −∂U/∂x with the dipoles held fixed, is wrong by

ΔF = δᵀAμ*′ − ½ δᵀA′δ.  (2)

Here A is the matrix of second derivatives of U with respect to the dipoles, and a prime denotes the derivative with respect to x. The energy error has no term linear in δ. The force error has one, and it vanishes for every δ only if μ*′ = 0, that is, if the correct dipoles do not respond to x at all. For particular errors δ it can vanish although μ*′ ≠ 0. That is the precise sense in which the force error is "generally" linear.

The model consists of N ions at positions R_i with fixed charges q_i and linear, isotropic polarizabilities α_i that do not depend on the geometry. Hartree atomic units are used, so that two charges q and Q at distance r have the energy qQ/r. There is no external field. The N dipole vectors are stacked into one column μ with 3N components, and d_ij = R_i − R_j has length r_ij.

The energy contains three kinds of terms with dipoles. The first is the cost of polarizing an ion. An ion of polarizability α in a field F must acquire the dipole αF. The energy μ²/(2α) − μ·F achieves this, because its derivative μ/α − F vanishes at μ = αF. The cost is therefore μ²/(2α).

The second is the energy of a dipole in the field of the charges. Let the dipole be a pair of charges ±Q at R_i ± ℓ/2, with μ_i = Qℓ. In a potential φ its energy is

Q φ(R_i + ℓ/2) − Q φ(R_i − ℓ/2) → Qℓ·∇φ = −μ_i·E_i

as ℓ → 0 at fixed μ_i. The field of the other charges is

E_i = Σ_{j≠i} q_j d_ij / r_ij³.

The third is the energy between dipoles. By the same limit, dipole j produces at ion i the potential μ_j·d_ij/r_ij³. Minus its gradient is the field

−μ_j/r_ij³ + 3 d_ij (μ_j·d_ij)/r_ij⁵.

The energy of μ_i in this field is minus the scalar product of the two, namely μ_iᵀT_ij μ_j with

T_ij = I/r_ij³ − 3 d_ij d_ijᵀ/r_ij⁵.

Here I is the unit matrix. The block T_ij is symmetric, and it does not change when d_ij changes sign, so T_ij = T_ji. With T_ii = 0 the complete matrix T is symmetric. The sum over pairs is ½ μᵀTμ, where the factor ½ removes the double counting. Collecting terms gives

U(R,μ) = U0(R) + ½ μᵀAμ − μᵀE,  A = α⁻¹ + T.  (3)

In this equation α is the diagonal matrix of polarizabilities, and U0 contains everything free of dipoles, such as the repulsion between ion cores and the energy between the charges.

Because A is symmetric, the gradient of U with respect to the dipoles is

g = ∂U/∂μ = Aμ − E.  (4)

It vanishes at μ* = A⁻¹E. Written for one ion, this condition is μ_i* = α_i(E_i − Σ_j T_ij μ_j*): each dipole equals its polarizability times the local field, which includes the field of all other dipoles. The stationary point is a minimum if A is positive definite, and this is assumed from here on.

The assumption can fail at short distance. For two equal atoms with dipoles along their axis, the axial element of T_ij is 1/r³ − 3/r³ = −2/r³, and equal dipoles belong to the eigenvalue 1/α − 2/r³ of A. It reaches zero at r³ = 2α. At smaller r the energy (3) has no lower bound, and the point-dipole model has lost its meaning. If A is invertible but not positive definite, the algebra leading to (1) still holds, but ΔU may then have either sign.

To obtain (1), insert μ* + δ into (3) and multiply out:

U(R,μ*+δ) = U0 + ½ μ*ᵀAμ* + ½ μ*ᵀAδ + ½ δᵀAμ* + ½ δᵀAδ − μ*ᵀE − δᵀE.

The two mixed terms are equal because A is symmetric, and together they give δᵀAμ*. The terms without δ are U(R,μ*). Hence

U(R,μ*+δ) − U(R,μ*) = δᵀ(Aμ* − E) + ½ δᵀAδ.

The bracket is the gradient at the minimum and vanishes, which leaves (1). No higher terms have been dropped, since U is a quadratic function of the dipoles. With λ_min and λ_max the smallest and largest eigenvalues of A,

½ λ_min |δ|² ≤ ΔU ≤ ½ λ_max |δ|².

The error δ is unknown during a calculation, but the gradient (4) at μ̃ is known. Since Aμ* = E, it equals g = Aμ̃ − Aμ* = Aδ. Inserting δ = A⁻¹g into (1) gives ΔU = ½ gᵀA⁻¹g.

The quadratic law belongs to the functional (3), and not to every expression that has the same value at convergence. At the minimum μ*ᵀAμ* = μ*ᵀE, so that

U(R,μ*) = U0 + ½ μ*ᵀE − μ*ᵀE = U0 − ½ μ*ᵀE.

It is tempting to evaluate U0 − ½ μ̃ᵀE with unconverged dipoles, because this needs no dipole–dipole sum. The error of this shortcut is −½ Eᵀδ. It is linear in δ, may have either sign, and vanishes only for errors orthogonal to E.

Now consider the force. The true force is minus the slope of the relaxed energy U*(R) = U(R,μ*(R)). By the chain rule,

dU*/dx = ∂U/∂x + (∂U/∂μ)ᵀμ*′.

The second term vanishes because ∂U/∂μ = 0 at μ*. The true force F* can therefore be computed with fixed dipoles, without knowing μ*′, provided that the dipoles are converged. This convenience is what fails when they are not.

For arbitrary dipoles the fixed-dipole force follows from (3):

f(μ) = −∂U/∂x = −U0′ − ½ μᵀA′μ + μᵀE′.

Insert μ* + δ and subtract f(μ*) = F*. The matrix A′ is symmetric because A is symmetric for every x, so the two mixed terms are again equal:

ΔF = −δᵀA′μ* − ½ δᵀA′δ + δᵀE′ = δᵀ(E′ − A′μ*) − ½ δᵀA′δ.

The bracket is obtained from the condition Aμ* = E, which holds at every geometry. Its derivative with respect to x is

A′μ* + Aμ*′ = E′, hence E′ − A′μ* = Aμ*′.  (5)

Substitution gives (2).

The different orders have a simple origin. The energy is stationary in the dipoles, so a first-order change of μ does not alter it. The force is a different function of μ, and nothing makes it stationary at μ*. Its first-order sensitivity is the mixed derivative of U with respect to x and μ. By (5) this mixed derivative is A′μ* − E′ = −Aμ*′, which measures how strongly the nuclear motion drives the dipoles.

One polarizable atom and one charge q at distance R show both laws without any matrix. Along the line joining them U = μ²/(2α) − μq/R², so A = 1/α, A′ = 0 and μ* = αq/R². The fixed-dipole force along R is −2qμ/R³. An error δ changes it by −2qδ/R³, and (2) gives the same, δ(1/α)(−2αq/R³). The energy changes by δ²/(2α). If δ = εμ*, the relative errors are

ΔF/F* = ε and ΔU/|U*| = ε²,

where F* = −2αq²/R⁵ and U* = −αq²/(2R⁴) are the converged induction force and energy. A dipole wrong by one per cent thus gives a force wrong by one per cent and an energy wrong by one part in ten thousand.

To prove the word "generally" for the full model, choose an error δ = sμ*′ with a small number s. Its linear term is sκ, where

κ = μ*′ᵀAμ*′.  (6)

Since A is positive definite, κ > 0 whenever μ*′ ≠ 0, so a linear error exists. The errors without a linear term satisfy the single condition δᵀAμ*′ = 0. They form a subspace of dimension 3N − 1 in the 3N-dimensional space of dipole errors, and an error not specially selected lies outside it. For errors inside the subspace, called A-orthogonal to μ*′, the force error reduces to −½ δᵀA′δ, which is quadratic.

A case with μ*′ = 0 is the common translation of all ions. Both E and A depend only on differences of positions, so they do not change, and μ*, A and ΔU stay constant. Both terms of (2) vanish: the errors of the fixed-dipole forces sum to zero over the ions for any δ. The same fact limits the number of independent response vectors. There are 3N vectors μ*′, one for each nuclear coordinate, and for each Cartesian direction their sum over the ions is zero. They span at most 3N − 3 dimensions. At least a three-dimensional set of errors δ is therefore A-orthogonal to all of them and produces no linear error in any force.

The linear error disappears in a different way if the derivative of the dipoles is retained. Let μ̃(R) be a differentiable rule that supplies approximate dipoles at each geometry, such as a fixed number of iterations. The approximate energy surface is U(R,μ̃(R)), and minus its slope is

F̃ = −∂U/∂x − gᵀμ̃′, with g = Aδ.  (7)

By (1) this surface lies above the true one by ½ δᵀAδ at every geometry. The error of F̃ is minus the derivative of this difference. The derivatives of the two factors δ contribute equally, so

F̃ − F* = −δᵀAδ′ − ½ δᵀA′δ.  (8)

The same result follows from (2) by subtracting δᵀAμ̃′ = δᵀAμ*′ + δᵀAδ′: the linear terms δᵀAμ*′ cancel.

Equation (8) is quadratic if δ′ is itself of the order of δ; otherwise its first term is linear in δ, except for errors δ that happen to be A-orthogonal to δ′. A small function can have a large derivative, so this condition is separate from the smallness of δ. Frozen dipoles violate it. For them μ̃′ = 0 and δ′ = −μ*′, and (8) returns the linear error of (2), as it must, because the correction term in (7) is then zero. A solver whose number of iterations changes with geometry makes μ̃ jump, and at such a jump the derivative in (7) does not exist.

The energy error limits the linear part of the force error. For a positive definite A, the product aᵀAb of two vectors obeys the Cauchy–Schwarz inequality. Applied to δ and μ*′ it gives

|δᵀAμ*′| ≤ (δᵀAδ)^½ (μ*′ᵀAμ*′)^½ = (2κΔU)^½.  (9)

Equality holds if δ is parallel to μ*′. A small energy error therefore permits a force error that falls only as its square root.

The constant κ has a direct mechanical meaning. The slope of the relaxed energy is ∂U/∂x evaluated at μ*(x). Differentiating once more gives

d²U*/dx² = ∂²U/∂x² + μ*′ᵀ(A′μ* − E′) = ∂²U/∂x² − κ,  (10)

where (5) was used in the last step. Thus κ is the curvature with the dipoles fixed at μ* minus the curvature with the dipoles following the motion. Relaxation of the dipoles softens the energy surface by κ, and the same number sets the largest linear force error allowed at a given energy error.

For this model, the energy error is quadratic in the dipole error, while the fixed-dipole force error is generally linear, with a linear part bounded by (2κΔU)^½. What remains is to see how these laws act in an iterative solution, with dipoles left over from earlier geometries, and in a numerical example of a salt cluster.
